# When Does D Describe a Linear Co(II) or Fe(I) Ion?

**Q:** I am working on a linear two-coordinate complex of Co(II), and a colleague has the Fe(I) analogue. Both ions are $d^7$ and high-spin, so $S=3/2$. My zero-field Hamiltonian is the usual

$$H_D=D\left[S_z^2-\tfrac13S(S+1)\right],$$

with $z$ along the molecular axis and spin measured in units of $\hbar$. Axial symmetry removes the rhombic term, so one number should be enough. The splitting looks large, but I take that to mean a large $D$. Is anything wrong with this?

**A:** Let us first see what your Hamiltonian commits you to. For $S=3/2$ the constant is $\tfrac13\cdot\tfrac{15}{4}=\tfrac54$, so

$$E(\pm\tfrac32)=D\left(\tfrac94-\tfrac54\right)=D,\qquad E(\pm\tfrac12)=D\left(\tfrac14-\tfrac54\right)=-D .$$

There are four states in two doublets, $2|D|$ apart. This presupposes that the ground orbital state is single, so that the spin is the only low-energy degree of freedom. In a linear ion that has to be checked, because an axial field leaves $M_L$ and $-M_L$ degenerate.

**Q:** I thought the ligand field quenches the orbital momentum. How do I find $M_L$ for seven electrons?

**A:** Take the largest spin projection, $M_S=3/2$. Five electrons have spin up and two have spin down. The five spin-up electrons fill all orbitals $m=2,1,0,-1,-2$, and their $m$ values add to zero. The spin-down pair therefore carries all of $M_L$:

- $M_L=3$, a $\Phi$ term: the pair $(2,1)$.
- $M_L=2$, a $\Delta$ term: the pair $(2,0)$.
- $M_L=1$, a $\Pi$ term: the pairs $(2,-1)$ and $(1,0)$.
- $M_L=0$, a $\Sigma$ term: the pairs $(2,-2)$ and $(1,-1)$.

The pair $(1,1)$ is excluded by the Pauli principle. In the first two cases there is one possible determinant. Electron repulsion and the axial field both conserve $M_L$ and $M_S$, so that determinant is an eigenstate of their sum within the $d$ shell. Both determinants belong to the free-ion $^4F$ term, since the other quartet, $^4P$, has $|M_L|\le1$. They therefore have the same repulsion energy, and only the orbital energies separate them:

$$E_\Delta-E_\Phi=(e_\delta+e_\sigma)-(e_\delta+e_\pi)=e_\sigma-e_\pi .$$

Here $e_\delta,e_\pi,e_\sigma$ belong to $|m|=2,1,0$. The order of the $\pi$ and $\sigma$ orbitals decides which of these two terms is lower. The $\Pi$ and $\Sigma$ terms mix $^4F$ with $^4P$, so their positions depend on repulsion as well, and orbital energies alone do not fix the ground term. An axial field alone does not quench $L_z$ in a $\Phi$ or $\Delta$ term.

**Q:** Suppose the ground term is $\Phi$ or $\Delta$. Spin-orbit coupling then acts on it. Why can't the result be absorbed in $D$?

**A:** Let us calculate it. The coupling is

$$V=\zeta\sum_i\mathbf l_i\cdot\mathbf s_i
=\zeta\sum_i\left[l_{zi}s_{zi}+\tfrac12(l_{+i}s_{-i}+l_{-i}s_{+i})\right],\qquad \zeta>0 .$$

The ground level has $2\times4=8$ states: two signs of $M_L$ and four values of $M_S$. First-order degenerate perturbation theory needs $V$ within these eight. $V$ changes $M_L$ by at most one, whereas $+\Lambda$ and $-\Lambda$ (with $\Lambda=|M_L|$) differ by at least four, so it does not connect them. At fixed $M_L$ only the $l_zs_z$ part survives, and it conserves $M_S$. The matrix is diagonal.

For $M_S=3/2$ the diagonal element follows by counting:

$$\langle V\rangle=\zeta\left[\tfrac12\sum_{\rm up}m-\tfrac12\sum_{\rm down}m\right]
=\zeta\left[0-\tfrac12M_L\right]=-\tfrac12\zeta M_L .$$

For the other spin projections, note that $\sum_i l_{zi}s_{zi}$ is the $z$ component of a vector operator in spin space. By the Wigner-Eckart theorem its diagonal elements within one $S=3/2$ multiplet are proportional to $M_S$. Write them as $AM_LM_S$. Matching at $M_S=3/2$ gives $\tfrac32A=-\tfrac12\zeta$, hence

$$E^{(1)}=A\,M_LM_S,\qquad A=-\frac{\zeta}{3}.$$

The energy is linear in $M_S$. For $M_L=+\Lambda$ the four levels are

$$\tfrac32A\Lambda,\quad \tfrac12A\Lambda,\quad-\tfrac12A\Lambda,\quad-\tfrac32A\Lambda,$$

with equal spacing $|A|\Lambda$. For $M_L=-\Lambda$ the same four energies occur with the sign of $M_S$ reversed. The result is four doublets.

**Q:** That bothers me. Kramers' theorem pairs $M_S$ with $-M_S$. You have given them different energies.

**A:** Time reversal changes the sign of both angular momenta. It pairs $(\Lambda,M_S)$ with $(-\Lambda,-M_S)$, and these have the same product $M_LM_S$. It says nothing about the equality of $(\Lambda,M_S)$ and $(\Lambda,-M_S)$. Those two coincide by time reversal only if $\Lambda=0$.

A good label is $\Omega=|M_L+M_S|$, the size of the total projection, which axial symmetry conserves. Since $A<0$, the lowest doublet has orbital and spin projections parallel. From the bottom up, the $\Phi$ term gives $\Omega=9/2,7/2,5/2,3/2$, and the $\Delta$ term gives $7/2,5/2,3/2,1/2$.

This also answers your question about absorbing the result in $D$. A Hamiltonian acting on the spin $S=3/2$ alone has four states. No choice of its parameters can produce eight.

**Q:** Could I see numbers? I would like to know whether the even spacing survives outside first order.

**A:** Take round model parameters, not fitted to a compound: Racah parameters $B=1000$ and $C=4500$, and $\zeta=400$, all in cm$^{-1}$. I use cm$^{-1}$ because atomic units are awkward for splittings of this size. Then $A=-400/3=-133.3$ cm$^{-1}$. The reference calculation diagonalizes all 120 determinants of $d^7$, with repulsion, axial field and spin-orbit coupling together. It leaves out covalency and vibrations.

For a $\Phi$ ground term choose $(e_\delta,e_\pi,e_\sigma)=(0,4000,8000)$ cm$^{-1}$. The first-order spacing is $3\times133.3=400$ cm$^{-1}$, or 49.6 meV. In cm$^{-1}$, the two descriptions compare as follows:

- First order: 0, 400, 800, 1200.
- Full diagonalization: 0, 385, 776, 1172.
- $D$ fitted to the first full gap: 0, 385, and nothing more.

For a $\Delta$ ground term choose $(1000,5000,0)$ cm$^{-1}$. The first-order spacing is $2\times133.3=266.7$ cm$^{-1}$, or 33.1 meV:

- First order: 0, 267, 533, 800.
- Full diagonalization: 0, 231, 492, 783.
- $D$ fitted to the first full gap: 0, 231, and nothing more.

In both cases the eight lowest states are the four doublets of the ground term. The next level lies at 1793 cm$^{-1}$ in the first case and 4804 cm$^{-1}$ in the second.

**Q:** The $\Delta$ gaps are 231, 262 and 291 cm$^{-1}$. I would not call that perfectly even.

**A:** Nor would I. The smallest is about 13% below its first-order value. The trend comes mainly from second order, whose form we can find without calculating every excited state. The unperturbed Hamiltonian does not act on spin, while $V$ is a vector operator in spin space. Two factors of $V$ can form spin operators of rank zero, one or two. Their diagonal elements are polynomials in $M_S$ of degree at most two. For $M_L=+\Lambda$,

$$E(M_S)=E_0+aM_S+dM_S^2+O(\zeta^3).$$

The gap above the level $M_S$ is therefore

$$E(M_S-1)-E(M_S)=-a+d\left[(M_S-1)^2-M_S^2\right]=-a-d(2M_S-1).$$

Putting $M_S=\tfrac32,\tfrac12,-\tfrac12$ gives gaps $-a-2d$, $-a$ and $-a+2d$. For the $\Delta$ term, one quarter of the difference between the outer gaps gives $d=15.0$ cm$^{-1}$. With the middle gap of 261.6 cm$^{-1}$, the quadratic form then places the outer gaps at 231.7 and 291.5 cm$^{-1}$. The full values are 230.7 and 290.6 cm$^{-1}$. The remainder of about 1 cm$^{-1}$ is of higher order. For this $\Delta$ ladder at weak coupling, halving $\zeta$ from 40 to 20 cm$^{-1}$ reduces the cubic part by a factor of about 7.9, close to the 8 expected for a term that starts at $\zeta^3$.

**Q:** So there is a quadratic term after all. Is $d$ the $D$ I was looking for?

**A:** It has the same dependence on $M_S$, but here it corrects a larger linear term. The $\Phi$ case shows where it comes from. Consider first the excited quartets. The states with $M_L=3$ and $M_L=2$ both belong to $^4F$, and within one such term the Wigner-Eckart theorem, applied to orbital and spin parts, turns $V$ into $A\,\mathbf L\cdot\mathbf S$ with the same $A$. The state $(3,M_S)$ therefore couples to $(2,M_S+1)$ through $\tfrac12A L_-S_+$. It has no quartet partner with $M_L=4$, because the spin-down pair reaches at most $2+1=3$. The ladder-operator factors are

$$|\langle2|L_-|3\rangle|^2=3\cdot4-3\cdot2=6,$$

$$|\langle M_S+1|S_+|M_S\rangle|^2=\tfrac{15}{4}-M_S(M_S+1).$$

The coupled state lies higher by $e_\sigma-e_\pi$, so the shift is

$$E^{(2)}_{\rm quartet}=-\frac{A^2}{4}\,\frac{6\left(\tfrac{15}{4}-M_S-M_S^2\right)}{e_\sigma-e_\pi}
=-\frac{3A^2}{2}\,\frac{\tfrac{15}{4}-M_S-M_S^2}{e_\sigma-e_\pi}.$$

This formula was tested against a diagonalization in which spin-orbit coupling was restricted to quartets. Its quadratic coefficient is

$$d_{\rm quartet}=\frac{3A^2}{2(e_\sigma-e_\pi)}
=\frac{3(133.3)^2}{2\times4000}=6.7\ {\rm cm}^{-1}.$$

The full calculation gives 2.7 cm$^{-1}$. The difference, $-4.0$ cm$^{-1}$, is due to the excited spin doublets and to higher orders, so the quartets alone do not give a reliable $d$. Either value is small beside the 400 cm$^{-1}$ of the linear term.

**Q:** At low temperature I may see only the lowest doublet, or the lowest two. Couldn't I keep $D$ as a practical parameter?

**A:** You can store the first gap in a number called $D$. For the $\Phi$ example it would be $D=-385.4/2=-193$ cm$^{-1}$. The magnetic moment then shows that the states are wrong. In a field $B_z$ along the axis, the Zeeman energy is $\mu_BB_z(L_z+g_eS_z)$. Define $g_\parallel$ by setting the splitting of the doublet equal to $g_\parallel\mu_BB_z$. The two partners have opposite moments, so

$$g_\parallel=2\left|\langle L_z+g_eS_z\rangle\right|
=2\left(\Lambda+\tfrac32g_e\right)$$

for the lowest doublet. The terms add because $A<0$ makes the projections parallel. This gives 12.01 for $\Phi$ and 10.01 for $\Delta$; the full states give 12.01 and 10.00. Your spin-only model with negative $D$ has $M_S=\pm3/2$ lowest and gives $3g_e=6.01$.

You could repair the moment by adjusting $g$ as well. For $\Phi$ this needs $g=12.01/3=4.00$. The second doublet, $M_S=\pm1/2$ in your model, would then have $g_\parallel=4.00$. The first-order states with $M_L=3$, $M_S=1/2$ and their partners give $2(3+\tfrac12g_e)=8.00$ instead. The repair therefore fails already at the second doublet, and the third and fourth are still missing.

**Q:** Then is $D$ always wrong for a linear $d^7$ ion?

**A:** No. If the ground term is $\Sigma$, then $\Lambda=0$ and the spin is the only degeneracy. Time reversal now does connect $M_S$ with $-M_S$, so the linear coefficient $a$ must vanish. What remains through second order is $E_0+dM_S^2$, which is your Hamiltonian with $D=d$.

The sign of the quartet contribution can also be found. At $M_S=3/2$ we saw that the $l_zs_z$ part of $V$ equals $-\tfrac12\zeta M_L$, which is zero here. The same spin proportionality as before makes it vanish between quartet $\Sigma$ states for every $M_S$. Quartets therefore contribute through the transverse part, which leads to $\Pi$ states with $M_S\pm1$. The two signs of $M_L$ contribute with equal strength, so for some $\kappa>0$

$$E^{(2)}_{\rm quartet}=-\kappa\left[\left(\tfrac{15}{4}-M_S^2-M_S\right)+\left(\tfrac{15}{4}-M_S^2+M_S\right)\right]
=-\kappa\left(\tfrac{15}{2}-2M_S^2\right).$$

This gives a positive contribution $2\kappa$ to $D$. Spin doublets add their own part.

With $(e_\delta,e_\pi,e_\sigma)=(5000,0,10000)$ cm$^{-1}$ the ground term is indeed $\Sigma$. The full calculation has two low doublets separated by 45.2 cm$^{-1}$, so $D=+22.6$ cm$^{-1}$. The next level is at 3199 cm$^{-1}$. Doubling a weak $\zeta$ from 10 to 20 cm$^{-1}$ multiplies $D$ by 3.99, close to the factor of four expected in second order. For the $\Phi$ and $\Delta$ terms the first gap doubles in the same test, to within the 0.05 allowed on the ratio.

**Q:** My molecule may not be perfectly symmetric about its axis. Does that restore $D$ for a $\Delta$ ground term?

**A:** It can, if the asymmetry is strong enough. Let a non-axial field couple the orbitals $m=2$ and $m=-2$ with matrix element $q/2$, so that the two $\delta$ orbitals split by $q$. This simple field keeps a fourfold axis, which still forbids a rhombic term. A less symmetric distortion also allows a term $E(S_x^2-S_y^2)$ in the spin Hamiltonian, which is left out here. In the $\Delta$ term the fourfold field turns the spin-down pair $(2,0)$ into $(-2,0)$. The full spin-up shell contributes nothing, because the coupling has zero trace and there is no empty spin-up orbital to enter. For each $M_S$, in the basis $M_L=+2,-2$,

$$H=\begin{pmatrix}A\Lambda M_S&q/2\\q/2&-A\Lambda M_S\end{pmatrix}.$$

A possible sign of the off-diagonal element has no effect on the energies. The determinant condition is

$$(A\Lambda M_S-E)(-A\Lambda M_S-E)-\frac{q^2}{4}=0,$$

or $E^2=(A\Lambda M_S)^2+q^2/4$. Hence

$$E=\pm\sqrt{\frac{q^2}{4}+(A\Lambda M_S)^2}.$$

At $q=0$ this is the even ladder. For $q\gg|A|\Lambda$, expand the square root in the lower branch:

$$E_-=-\frac q2\sqrt{1+\frac{4(A\Lambda M_S)^2}{q^2}}
\simeq-\frac q2-\frac{(A\Lambda)^2}{q}M_S^2 .$$

The lower branch has the form you want, with

$$D_{\rm pair}=-\frac{(A\Lambda)^2}{q}.$$

The other two doublets have not disappeared. They have moved up by about $q$.

**Q:** How large must $q$ be in the example?

**A:** Compare it with $|A|\Lambda=267$ cm$^{-1}$. At $q=400$ cm$^{-1}$ the full levels are 0, 171, 648 and 879 cm$^{-1}$. The even ladder is already lost, but the upper pair is still within reach. At $q=2000$ cm$^{-1}$ they are 0, 38, 2046 and 2144 cm$^{-1}$, and a two-doublet description of the lower pair is sensible.

**Q:** But what does your formula give for that small gap?

**A:** Too much. The roots for $|M_S|=3/2$ and $1/2$ are

$$\sqrt{1000^2+400^2}=1077.0,\qquad\sqrt{1000^2+133.3^2}=1008.8,$$

in cm$^{-1}$, so it predicts 68.2 cm$^{-1}$ in both branches. The full gaps are 37.8 cm$^{-1}$ below and 98.5 cm$^{-1}$ above.

The two-state matrix omits the other excited terms, which gave $d=15.0$ cm$^{-1}$ at $q=0$. Suppose this $d$ is unchanged by $q$. It raises $|M_S|=3/2$ relative to $1/2$ by $d(\tfrac94-\tfrac14)=2d=29.9$ cm$^{-1}$. In the lower branch $|M_S|=3/2$ lies below, so the gap shrinks to $68.2-29.9=38.3$ cm$^{-1}$. In the upper branch it lies above, so the gap grows to $68.2+29.9=98.1$ cm$^{-1}$. Both agree with the full values to about 0.5 cm$^{-1}$. Agreement this close is partly luck. The excited terms also reduce the linear spacing, from 266.7 to 261.6 cm$^{-1}$ at $q=0$, and using the reduced value in the roots would lower both estimates by about 2.5 cm$^{-1}$. In addition, $q$ changes the excited states. The estimate explains the sign and approximate size of the discrepancy, but not its last digits.

The effective parameter is thus $D\approx-37.8/2=-19$ cm$^{-1}$, with the sign taken from this estimate. The limiting pair formula alone would give $-36$ cm$^{-1}$. It describes only one contribution to $D$. This contribution falls as $1/q$, so at larger $q$ the positive contribution of the excited terms can outweigh it and make $D$ positive.

**Q:** Would the same distortion quench a $\Phi$ term?

**A:** By itself it does not split the pair. The two partners have spin-down pairs $(2,1)$ and $(-2,-1)$, which differ in both orbitals. A one-electron field changes one orbital at a time, so it has no direct matrix element between them. Intermediate states do not help this particular field: it changes $M_L$ by four at a time, while the partners differ by six. A field that also couples orbitals whose $m$ values differ by two can split the pair, but only through intermediate states. So can a threefold field, which couples $m$ values differing by three: in the $\Phi$ example, without spin-orbit coupling, such a field with a largest matrix element of 250 cm$^{-1}$ splits the pair by about 150 cm$^{-1}$. The fourfold field therefore leaves the $\Phi$ pair degenerate, but it does not leave its orbital momentum untouched. It also turns the spin-down pair $(2,1)$ into $(-2,1)$, which has $M_L=-1$. This admixture lowers $|\langle L_z\rangle|$ below 3, and the first-order spacing of the ladder falls in proportion.

**Q:** Then before fitting $D$ I should establish the orbital ground term and its splitting.

**A:** Yes. For a $\Phi$ or $\Delta$ term, compare the splitting of the $\pm\Lambda$ pair with $|A|\Lambda$. If it is much smaller, and the non-axial field is also too weak to mix in other terms appreciably, use the states $(M_L,M_S)$ and the energy $AM_LM_S$, with second-order corrections. If it is comparable, keep both orbital components and diagonalize. If it is much larger, or if $\Lambda=0$, and in either case all other terms are far away, $D$ is a sound parameter for the lowest two doublets, joined by a rhombic term if the symmetry is low enough to allow one. A $\Pi$ ground term is also possible and needs its own calculation. To first order its ladder is even as well, because $V$ does not connect $M_L=1$ with $M_L=-1$. In second order, however, spin-orbit coupling can connect these partners as well as shift them, and the spacing can be very uneven even when other terms are not close. With $(e_\delta,e_\pi,e_\sigma)=(16000,7000,0)$ cm$^{-1}$ the ground term is $\Pi$ and the next term lies about 3000 cm$^{-1}$ higher, yet the full levels are 0, 73, 190 and 402 cm$^{-1}$ instead of 0, 133, 267 and 400.

## Calculated quantities

```
Racah B, C = 1000, 4500 cm^-1
zeta = 400 cm^-1; A = -133.33 cm^-1
Phi case: e_delta, e_pi, e_sigma = 0, 4000, 8000 cm^-1
  next term without spin-orbit: 1479 cm^-1
  Omega, lowest first: 4.5, 3.5, 2.5, 1.5
  first-order spacing: 400.0 cm^-1 = 49.59 meV
  full levels: 0.0, 385.4, 775.7, 1171.8 cm^-1
  full gaps: 385.4, 390.2, 396.1 cm^-1
  full quadratic coefficient d: 2.66 cm^-1
  next level outside the ladder: 1793.4 cm^-1
  smallest ground-term weight: 0.9908
  D fitted to first full gap: -192.7 cm^-1
  axial g: full 12.005, simple formula 12.007
Delta case: e_delta, e_pi, e_sigma = 1000, 5000, 0 cm^-1
  next term without spin-orbit: 4584 cm^-1
  Omega, lowest first: 3.5, 2.5, 1.5, 0.5
  first-order spacing: 266.7 cm^-1 = 33.06 meV
  full levels: 0.0, 230.7, 492.3, 782.9 cm^-1
  full gaps: 230.7, 261.6, 290.6 cm^-1
  full quadratic coefficient d: 14.96 cm^-1
  next level outside the ladder: 4804.1 cm^-1
  smallest ground-term weight: 0.9877
  D fitted to first full gap: -115.4 cm^-1
  axial g: full 10.000, simple formula 10.007
axial g of spin-only model, negative D: 6.007
Phi quartet-only d = 3A^2/(2(e_sigma-e_pi)): 6.67 cm^-1
Sigma case: e_delta, e_pi, e_sigma = 5000, 0, 10000 cm^-1
  D = 22.58 cm^-1; doublet gap = 45.16 cm^-1
  next level: 3199.0 cm^-1
  D ratio for zeta 20 and 10 cm^-1: 3.994
Delta case, four doublets as q grows (cm^-1):
  q = 0 full: 0.0, 230.7, 492.3, 782.9
  q = 0 formula: 0.0, 266.7, 533.3, 800.0
  q = 400 full: 0.0, 171.2, 647.7, 878.8
  q = 400 formula: 0.0, 206.8, 687.6, 894.4
  q = 2000 full: 0.0, 37.8, 2045.8, 2144.3
  q = 2000 formula: 0.0, 68.2, 2085.9, 2154.1
  D limit -(A Lam)^2/q at q = 2000: -35.56 cm^-1
```
